# Mott–Littleton energy and Jost corrections for charged defects, bulk and surface

A defect of net charge $q$ sits in an insulating crystal. Near it the ions move far and the forces are anharmonic; far away each ion responds weakly, but the response extends to infinity. The crystal is therefore divided. Region I, near the defect, has coordinates $x$ and is treated explicitly. Region II, the remainder, has displacements $y$ from the perfect lattice, assumed small.

The algebra uses atomic units with Gaussian electrostatics, so two charges interact as $q_1q_2/r$ and $\mathbf D=\mathbf E+4\pi\mathbf P$. Numbers are in eV and angstrom, with $e^2/4\pi\varepsilon_0=14.39965$ eV Å. They come from model systems with round parameters, computed by the numerical check.

## (a) The two-region energy

**Find the energy of the defective crystal relative to the perfect one, to second order in the perfect-crystal response of region II. Then eliminate the self-energy of region II.**

**Solution.** Split the energy of the defective crystal into parts within I, between I and II, and within II:
$$U=U_1(x)+U_{12}(x,y)+U_2(y).$$
The perfect crystal has the same $U_2$, but host functions $U_1^0,U_{12}^0$ and coordinates $x_0$, $y=0$. Define
$$E_1(x)=U_1(x)-U_1^0(x_0),\qquad E_{12}(x,y)=U_{12}(x,y)-U_{12}^0(x_0,y).$$
The second definition subtracts the interaction of the displaced region II with an undisturbed region I. Subtracting the perfect-crystal energy from $U$ leaves
$$E=E_1+E_{12}+G(y)-G(0),\qquad G(y)=U_{12}^0(x_0,y)+U_2(y).$$
$G$ is the energy of region II in perfect surroundings, apart from a constant. The perfect crystal is in equilibrium, so $\partial G/\partial y=0$ at $y=0$, and the first surviving term is quadratic:
$$E(x,y)=E_1(x)+E_{12}(x,y)+\tfrac12\,y\cdot A\,y+O(y^3).\tag{1}$$
Here $A$ is the region-II block of the perfect-crystal Hessian. It includes the restoring forces exerted by perfect region I.

Drop the cubic remainder. At the relaxed displacement $\bar y(x)$,
$$\frac{\partial E_{12}}{\partial y}+A\bar y=0 .\tag{2}$$
Taking the scalar product with $\tfrac12\bar y$ gives $E_2\equiv\tfrac12\bar y\cdot A\bar y=-\tfrac12\bar y\cdot\partial E_{12}/\partial y$, hence
$$E=E_1+E_{12}-\tfrac12\,\bar y\cdot\frac{\partial E_{12}}{\partial y}.\tag{3}$$
Besides $E_1$, only the interaction between the regions and the displacements $\bar y$ are now needed.

The approximation was tested on a chain of 17 ions with alternating unit charges, Coulomb forces, an $r^{-8}$ repulsion and a spring tying each ion to its site. Five ions form region I, and the central one carries an extra charge. For an extra $0.2\,e$, full relaxation gives $-1.8518483$ eV and the two-region energy is $-1.8518636$ eV, an error of $-1.54\times10^{-5}$ eV. For $0.1\,e$ the error is $-2.18\times10^{-6}$ eV. A cubic remainder with $y$ proportional to the extra charge predicts a ratio of 8 in the weak-charge limit; the ratio found is 7.1. The largest outer displacement at $0.2\,e$ is 0.011 Å. If outer displacements are not small, the neglected terms of $G$ need not be small either, and (1) must be checked.

## (b) Forces, and errors in the outer displacements

**Which derivative gives the force on region I? How do (1) and (3) respond to an error $\eta$ in $\bar y$?**

**Solution.** Call the right-hand side of (3), for arbitrary $y$, $F(x,y)$. Since $F-E=-\tfrac12\,y\cdot(\partial E_{12}/\partial y+Ay)$, it equals $E$ at $y=\bar y(x)$ but not for general $y$. Along that relaxed path
$$\frac{dF}{dx}=\frac{dE}{dx}=\frac{\partial E}{\partial x}+\frac{\partial E}{\partial y}\cdot\frac{d\bar y}{dx}=\frac{\partial(E_1+E_{12})}{\partial x},$$
because $\partial E/\partial y=0$ there and $\tfrac12 y\cdot Ay$ does not contain $x$. The force is minus this derivative. Differentiating $F$ at fixed $y$ gives instead
$$\frac{\partial F}{\partial x}=\frac{\partial(E_1+E_{12})}{\partial x}-\tfrac12\,y\cdot\frac{\partial^2E_{12}}{\partial x\,\partial y},$$
and the last term is spurious. In the chain, with a boundary ion moved 0.02 Å inward and region II relaxed, the correct slope is $-0.27109$ eV/Å. The fixed-$y$ derivative of $F$ is $-0.35094$ eV/Å. The gap, $-0.07985$ eV/Å, equals the spurious term.

Now put $y=\bar y+\eta$ and let $H=A+\partial^2E_{12}/\partial y^2$. Since $E$ is stationary, its error is $\tfrac12\eta\cdot H\eta$ at leading order. For $F$,
$$\frac{\partial F}{\partial y}=\tfrac12\frac{\partial E_{12}}{\partial y}-\tfrac12\frac{\partial^2E_{12}}{\partial y^2}\,y
=-\tfrac12H\bar y\quad\text{at }y=\bar y,$$
by (2), so its error is $-\tfrac12\eta\cdot H\bar y$, which is first order. For $\eta=s\bar y$ the two errors are $\tfrac12s^2\bar y\cdot H\bar y$ and $-\tfrac12s\,\bar y\cdot H\bar y$, in the ratio $-s$. With $s=0.1$ the chain gives $1.90\times10^{-5}$ eV and $-1.90\times10^{-4}$ eV. At leading order an estimated $\bar y$ is therefore safer in (1) than in (3) when $|\eta\cdot H\eta|<|\eta\cdot H\bar y|$. This holds for a small enough error unless $\eta\cdot H\bar y$ vanishes, but it need not hold when $\eta$ is comparable to $\bar y$.

## (c) The far field in the bulk

**Let region II be everything beyond a sphere of radius $R$ centred on the charge, and treat it as a linear isotropic dielectric of permittivity $\epsilon$. Find its polarisation, $E_{12}$, $E_2$ and their sum.**

**Solution.** Take region I to act on region II through the field $\mathbf E_0=q\hat{\mathbf r}/r^2$. Short-range forces across the boundary and higher moments of region I are neglected. The polarisation $\mathbf P$ plays the part of $y$, with
$$E_{12}=-\int\mathbf P\cdot\mathbf E_0\,dV,\qquad
E_2=\int\frac{P^2}{2\chi}\,dV-\tfrac12\int\mathbf P\cdot\mathbf E_P\,dV,\qquad \chi=\frac{\epsilon-1}{4\pi}.$$
The first term of $E_2$ is the local cost of polarising the material. The second is the mutual energy of the dipoles, whose field is $\mathbf E_P$; the factor $\tfrac12$ avoids double counting.

By symmetry $\mathbf P$ is radial. The vector $\mathbf E_P+4\pi\mathbf P$ is then radial and has no free charge as source, so Gauss's law makes it vanish:
$$\mathbf E_P=-4\pi\mathbf P.\tag{4}$$
Therefore
$$E_2=\tfrac12\int\Big(\frac1\chi+4\pi\Big)P^2dV,\qquad \frac1\chi+4\pi=4\pi\Big(\frac1{\epsilon-1}+1\Big)=\frac{4\pi\epsilon}{\epsilon-1}.$$
Minimising $E_{12}+E_2$ gives
$$\mathbf P=\frac{1}{4\pi}\Big(1-\frac1\epsilon\Big)\frac{q\,\hat{\mathbf r}}{r^2}.\tag{5}$$
The total field is $\mathbf E_0-4\pi\mathbf P=\mathbf E_0/\epsilon$, and $\chi\mathbf E_0/\epsilon$ reproduces (5), so the solution is also stationary against non-radial changes. The energies are
$$E_{12}=-\int_R^\infty\frac{1}{4\pi}\Big(1-\frac1\epsilon\Big)\frac{q^2}{r^4}\,4\pi r^2dr=-\Big(1-\frac1\epsilon\Big)\frac{q^2}{R},\qquad E_2=-\tfrac12E_{12},$$
$$E_{12}+E_2=-\frac{q^2}{2R}\Big(1-\frac1\epsilon\Big).\tag{6}$$
This is the Jost correction. Half of the attraction is offset by $E_2$, which contains both the local cost of polarising the material and the mutual energy of the dipoles.

Equation (6) is also what a spherical cluster with frozen surroundings lacks. By the argument that led to (4), a spherically symmetric shell with radial polarisation produces no field where $\mathbf P=0$. In the continuum description the cluster's own polarisation therefore leaves the outer field at $q/r^2$, and the outer polarisation exerts no field on the cluster. If the outer ions are meant to stay at their sites, so that only their electronic response is missing, $\epsilon$ is the optical constant; if both the electronic response and the ionic relaxation of the outer region are missing, it is the static one. The formula assumes a centred charge, an isotropic linear insulator and $R$ large compared with the lattice spacing.

A lattice calculation tests this without a continuum. Polarisable points form a simple cubic lattice of spacing 3 Å, with a unit charge at a cube centre. In a uniformly polarised cubic lattice a site feels $\mathbf E+4\pi\mathbf P/3$, and this relation is used only to fix the polarisability from $\epsilon$. With cell volume $v$ and polarisability $\alpha$, $v\chi=\alpha(1+4\pi\chi/3)=\alpha(\epsilon+2)/3$, so $\alpha=3v(\epsilon-1)/[4\pi(\epsilon+2)]=2.578$ Å$^3$ for $\epsilon=3$. Finite clusters, with $R$ the radius of a sphere of equal volume, give:

| sites | $R$ (Å) | energy (eV) | with (6) (eV) |
|---|---|---|---|
| 552 | 15.27 | −2.9300 | −3.2445 |
| 1472 | 21.17 | −3.0154 | −3.2421 |
| 3112 | 27.17 | −3.0645 | −3.2412 |
| 7208 | 35.95 | −3.1071 | −3.2406 |

Over all eight clusters computed, the correction reduces the spread from 0.177 to 0.004 eV. A straight-line fit in $1/R$ gives a factor 0.653 in place of $1-1/\epsilon=0.667$, which is 2% low. The remaining drift is not described by (6), and its origin was not examined.

For $R=15$ Å, $q=1$ and $\epsilon=3$,
$$E_{12}=-\frac{14.39965}{15}\times\frac23=-0.640\ \text{eV},\qquad E_2=+0.320\ \text{eV},$$
so the correction is $-0.320$ eV, or $-0.01176$ hartree.

## (d) Adding polarisable matter

**A fixed charge polarises a set $a$ of linear dipoles. A set $b$ is then added. Express the energy change through the final dipoles of $b$ and the field at $b$ before the addition.**

**Solution.** Let $f$ be the field of the fixed charge at the dipoles. The energy is $W=\tfrac12p\cdot Kp-p\cdot f$, where $K$ is symmetric, with inverse polarisabilities on its diagonal and minus the dipole-field tensor off it. At the minimum $Kp=f$ and $W=-\tfrac12f\cdot p$.

With $a$ alone, $K_{aa}p_a^0=f_a$. With both sets, $K_{aa}p_a+K_{ab}p_b=f_a$. Hence
$$f_a\cdot p_a=p_a^0\cdot K_{aa}p_a=p_a^0\cdot f_a-p_a^0\cdot K_{ab}p_b,$$
and the change $\Delta W=-\tfrac12(f_a\cdot p_a+f_b\cdot p_b-f_a\cdot p_a^0)$ becomes
$$\Delta W=-\tfrac12\,p_b\cdot\big(f_b-K_{ba}p_a^0\big).\tag{7}$$
The bracket is the field at $b$ due to the charge and the old dipoles, that is, the field before the addition. For adding a shell to the smallest cluster of part (c), both (7) and direct subtraction give $-0.047019$ eV.

## (e) A charge on a surface

**The dielectric now fills $z<0$ and the charge lies on its plane surface. What part of the fully converged polarisation energy comes from beyond a hemisphere of radius $R$?**

**Solution.** Start with the charge at height $h$ in the vacuum. Let $s$ be the distance from the charge and $s'$ that from its mirror point. Try
$$\phi=\frac qs-\lambda\frac q{s'}\ (z>0),\qquad \phi=t\,\frac qs\ (z<0).$$
On the plane $s=s'$, so continuity of $\phi$ requires $1-\lambda=t$. There $\partial_z(1/s)=h/s^3$ and $\partial_z(1/s')=-h/s^3$, so continuity of the normal component of $\mathbf D$ requires $1+\lambda=\epsilon t$. Thus
$$t=\frac{2}{\epsilon+1},\qquad\lambda=\frac{\epsilon-1}{\epsilon+1}.$$
As $h\to0$ the potential becomes $2q/[(\epsilon+1)r]$ on both sides, and in the dielectric
$$\mathbf P=\chi\,\frac{2q}{\epsilon+1}\frac{\hat{\mathbf r}}{r^2}=\frac{\lambda q}{2\pi}\frac{\hat{\mathbf r}}{r^2}.\tag{8}$$
The polarisation energy is $-\tfrac12\int\mathbf P\cdot\mathbf E_0\,dV$. The outer half-space covers a solid angle $2\pi$, so its share is
$$-\tfrac12\,\frac{\lambda q^2}{2\pi}\,2\pi\int_R^\infty\frac{dr}{r^2}=-\frac{q^2}{2R}\,\frac{\epsilon-1}{\epsilon+1}.\tag{9}$$

The same integral at finite $h$, over the whole dielectric, must give the image energy. A sphere of radius $s>h$ about the charge has solid angle $2\pi(1-h/s)$ below the plane, and
$$-\frac{\lambda q^2}{4\pi}\int_h^\infty\frac{2\pi}{s^2}\Big(1-\frac hs\Big)ds=-\frac{\lambda q^2}{4h},$$
which is half the charge times the image potential $-\lambda q/2h$. For $\epsilon=3$, $h=1$ Å this is $-1.800$ eV, confirmed by quadrature.

For small $h/R$, the factor $1/r^4$ in the share becomes $1/s^4\approx r^{-4}(1-4h\mu/r)$, where $\mu$ is the cosine of the angle from the downward normal. Its mean over the half-space is $\tfrac12$, so $\int dr\,r^{-2}(1-2h/r)=R^{-1}(1-h/R)$. The height reduces (9) by the relative amount $h/R$; at $h/R=0.01$ the computed ratio is 0.9901.

## (f) A hemispherical cluster with frozen surroundings

**Is (9) also the energy missing from a hemispherical cluster whose surroundings cannot respond?**

**Solution.** No. The isolated hemisphere polarises differently from the same region of the half-space. Write the missing energy as
$$W_{\rm hemi}-W_\infty=\frac{q^2}{2R}\,C(\epsilon),$$
so that $-q^2C/(2R)$ must be added to the cluster energy. The two energies separately diverge for a point charge on the interface, but their difference is finite.

Set $q=R=1$ and let $\mu=\cos\theta$, measured from the upward normal. Inside $r<1$ put
$$\phi=\frac tr+\sum_m u_mr^m\chi_m(\mu),$$
where $\chi_m=P_m$, except that for odd $m$ it is $P_m/\epsilon$ in the dielectric. Even terms have no normal derivative on the plane. Odd terms vanish there, and their factor $1/\epsilon$ makes the normal $\mathbf D$ continuous. Outside, $\phi=\sum_lc_lr^{-l-1}P_l$.

Near the charge this potential exceeds that of the infinite half-space by the constant $u_0$. The polarisation energy is half the charge times the potential of the dipoles at the charge, so $C=u_0$.

Let $w_0=u_0+t$, $w_m=u_m$ for $m>0$, and $B_{lm}=\int_{-1}^1P_l\chi_m\,d\mu$. Continuity of $\phi$ at $r=1$ gives $c_l=\tfrac12(2l+1)\sum_mB_{lm}w_m$. For the normal $\mathbf D$, let $\epsilon(\mu)$ be 1 above the plane and $\epsilon$ below. The $\chi_m$ are orthogonal with this weight: for one even and one odd index the factors $\epsilon$ and $1/\epsilon$ cancel, leaving $\int_{-1}^1P_mP_n\,d\mu=0$; for equal parity the integral is a multiple of $\int_0^1P_mP_n\,d\mu$, which vanishes for $m\ne n$. Call the norms $N_n$, with $N_0=1+\epsilon$ and $tN_0=2$. Multiplying $\epsilon(\mu)\,\partial_r\phi_{\rm in}=\partial_r\phi_{\rm out}$ by $\chi_n$ and integrating gives
$$nN_nw_n-2\delta_{n0}=-\sum_l(l+1)c_lB_{ln},$$
that is, $\sum_mM_{nm}w_m=2\delta_{n0}$ with
$$M_{nm}=nN_n\delta_{nm}+\sum_l\tfrac12(l+1)(2l+1)B_{ln}B_{lm}.\tag{10}$$
$M$ is symmetric and positive. Since $B_{l0}=2\delta_{l0}$, $M_{00}=2$. The Cauchy–Schwarz inequality gives $M_{00}(M^{-1})_{00}\ge1$, so $w_0=2(M^{-1})_{00}\ge1$. Equality would need $M_{0m}=B_{0m}=0$ for all $m>0$, but $B_{01}=\tfrac12(1-1/\epsilon)$ is not zero for $\epsilon>1$. Therefore
$$C=w_0-\frac2{\epsilon+1}>\frac{\epsilon-1}{\epsilon+1}.\tag{11}$$

Equation (7) gives $C$ a physical meaning. With the final polarisation (8) and the initial field of the isolated hemisphere, the radial integral of that field is the potential on the curved face. In ordinary units,
$$W_{\rm hemi}-W_\infty=\frac{\lambda q}{4\pi}\int_{z<0}\phi_{\rm hemi}(R,\Omega)\,d\Omega=\frac{\lambda q}{2}\langle\phi_{\rm hemi}\rangle .$$
So $C/\lambda$ is the mean potential on the curved face in units of $q/R$, and by (11) it exceeds 1.

Solving (10) numerically gives:

| $\epsilon$ | $(\epsilon-1)/(\epsilon+1)$ | $C$ | ratio |
|---|---|---|---|
| 3 | 0.500 | 0.557 | 1.114 |
| 10 | 0.818 | 0.952 | 1.164 |

An independent calculation of the bound surface charge gives the same $C$ to the digits shown. In the conducting limit $C$ tends to 1.183.

For $R=15$ Å, $q=1$ and $\epsilon=3$, the prefactor is $14.39965/30=0.480$ eV. The outer share (9) is $-0.480\times0.500=-0.240$ eV ($-0.00882$ hartree), whereas the correction to a cluster with frozen surroundings is $-0.480\times0.557=-0.267$ eV ($-0.00983$ hartree). The first applies only when the inner region carries the dipoles it has in the infinite half-space and its energy is counted as $-\tfrac12\int\mathbf P\cdot\mathbf E_0\,dV$ over that region. It is not the sum $E_{12}+E_2$ of part (a), which also contains the action of the inner dipoles on the outer region; for a hemisphere their outer field does not vanish. The second applies when the outer region was held fixed throughout. In the bulk, for a centred charge and a sphere, the two coincide.

## Calculated quantities

```
Coulomb constant: 14.39965 eV angstrom
chain: 17 ions, 5 inner, repulsion 160 eV A^8
chain: site spring 3.0 eV/angstrom^2
chain: central host spacing 2.0025 angstrom
chain, extra charge 0.2 e: full energy -1.8518483 eV
   two-region energy -1.8518636 eV, error -1.538e-05 eV
chain, extra charge 0.1 e: full energy -0.9185004 eV
   two-region energy -0.9185026 eV, error -2.179e-06 eV
   ratio of the two errors: 7.057
largest outer displacement, 0.2 e: 0.01121 angstrom
y 10% too large: original-form error 1.902e-05 eV
   eliminated-form error -1.902e-04 eV
   ratios, 10% to 5%: 4.000 and 2.000
boundary ion moved inward by 0.02 angstrom, 0.2 e, y relaxed:
   displacement of its outer neighbour: -0.02222 angstrom
   dE/dx at fixed y, original form: -0.27109 eV/angstrom
   total derivative, eliminated form: -0.27109 eV/angstrom
   fixed-y derivative, eliminated form: -0.35094 eV/angstrom
   gap -0.07985, predicted -0.07985 eV/angstrom
lattice: eps 3.0, spacing 3.0 angstrom, charge 1 e
polarisability volume: 2.5783 angstrom^3
sites, R (angstrom), cluster energy (eV), with Jost term (eV):
     552   15.266   -2.93004   -3.24445
    1472   21.170   -3.01539   -3.24211
    3112   27.171   -3.06454   -3.24119
    7208   35.950   -3.10705   -3.24057
spread of all 8 clusters, raw: 0.17702 eV
   with Jost term: 0.00388 eV
fitted bulk factor: 0.6527; formula 1-1/eps: 0.6667
fitted infinite-lattice energy: -3.23759 eV
far dipole * r^2 / cell volume: 0.05307 e
   formula (1-1/eps)/(4 pi): 0.05305 e
energy of added shell, reciprocity: -0.047019 eV
   by difference: -0.047019 eV
image energy at 1 angstrom, quadrature: -1.79996 eV
   image formula: -1.79996 eV
outer share / surface formula at height/R = 0.01: 0.9901
eps 3: surface share factor 0.5000, C by modes 0.5572
   C by surface charges 0.5572, C/share 1.1143
eps 10: surface share factor 0.8182, C by modes 0.9523
   C by surface charges 0.9523, C/share 1.1639
C in the conducting limit: 1.1829; exact 1.1830
example: R 15 angstrom, q 1 e, eps 3
   bulk E12 -0.63998 eV, E2 0.31999 eV
   bulk Jost correction: -0.31999 eV = -0.011759 hartree
   surface outer share: -0.23999 eV = -0.008820 hartree
   surface truncation correction: -0.26743 eV = -0.009828 hartree
```
